# Exciton polaritons from the Hopfield Hamiltonian with the A² term

Light enters a crystal at a frequency close to that of a dipole-active exciton. The light polarizes the crystal, the polarization radiates, and neither a photon nor an exciton of fixed wavevector is a stationary excitation. An exciton calculation supplies a transverse frequency and an oscillator strength. What propagates is a mixture, and its frequencies must agree with Maxwell's equations in a medium of dielectric function \(\epsilon(\omega)\). This appendix derives the mixture from a quantum Hamiltonian and identifies the term that secures this agreement.

## Model and inputs

Gaussian units and the Coulomb gauge are used. The medium is isotropic and undamped. It has one exciton branch of transverse frequency \(\omega_T\), independent of \(q\), with static susceptibility \(\chi\). All other transitions lie far above it and are represented by a constant \(\epsilon_b\). The exciton is treated as a harmonic oscillator, which is the linear-response regime of low excitation density.

Both \(\omega_T\) and \(\chi\) describe the response to the total macroscopic electric field. In a Bethe-Salpeter calculation, the macroscopic long-range part of the electron-hole exchange must therefore be left out of the kernel that yields them. The field it represents is treated explicitly below, and including it in both places would count it twice.

For transverse fields \(\mathbf A\) and \(\mathbf P\), take the Lagrangian density
\[
\mathcal L=\frac{\epsilon_b\dot{\mathbf A}^2}{8\pi c^2}-\frac{(\nabla\times\mathbf A)^2}{8\pi}
+\frac{\dot{\mathbf P}^2-\omega_T^2\mathbf P^2}{2\chi\omega_T^2}+\frac{\mathbf A\cdot\dot{\mathbf P}}{c}.
\]
The last term is the usual coupling \(\mathbf j\cdot\mathbf A/c\), with polarization current \(\mathbf j=\dot{\mathbf P}\). Varying \(\mathbf P\), and using \(\mathbf E=-\dot{\mathbf A}/c\), gives
\[
\ddot{\mathbf P}+\omega_T^2\mathbf P=\chi\omega_T^2\mathbf E .
\]
At frequency \(\omega\) this means \(\mathbf P=\chi\omega_T^2\mathbf E/(\omega_T^2-\omega^2)\). Since \(\epsilon\mathbf E=\epsilon_b\mathbf E+4\pi\mathbf P\),
\[
\epsilon(\omega)=\epsilon_b+\frac{4\pi\chi\omega_T^2}{\omega_T^2-\omega^2}.
\]
Varying \(\mathbf A\) gives \(\nabla\times\mathbf B=(\epsilon_b\dot{\mathbf E}+4\pi\dot{\mathbf P})/c\), so the model contains the correct Maxwell equation.

## The Hamiltonian

The canonical momenta are
\[
\mathbf\Pi_A=\frac{\epsilon_b\dot{\mathbf A}}{4\pi c^2},\qquad
\mathbf\Pi=\frac{\dot{\mathbf P}}{\chi\omega_T^2}+\frac{\mathbf A}{c}.
\]
In \(\mathbf\Pi_A\cdot\dot{\mathbf A}+\mathbf\Pi\cdot\dot{\mathbf P}-\mathcal L\) the terms \(\mathbf A\cdot\dot{\mathbf P}/c\) cancel. Expressing the velocities through the momenta gives
\[
\mathcal H=\frac{2\pi c^2}{\epsilon_b}\mathbf\Pi_A^2+\frac{(\nabla\times\mathbf A)^2}{8\pi}
+\frac{\chi\omega_T^2}{2}\Big(\mathbf\Pi-\frac{\mathbf A}{c}\Big)^2+\frac{\mathbf P^2}{2\chi}.
\]
The square contains both the linear coupling and the \(A^2\) term, so their coefficients are not independent.

In a periodic box of volume \(V\), expand each field as \(\sum_{\mathbf q}\mathbf e_{\mathbf q}A_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\), and so on, for one real linear polarization with \(\mathbf e_{-\mathbf q}=\mathbf e_{\mathbf q}\). Define the photon frequency in the background, \(\Omega=cq/\sqrt{\epsilon_b}\), and set
\[
\begin{aligned}
A_{\mathbf q}&=\sqrt{\frac{2\pi\hbar c^2}{\epsilon_bV\Omega}}\,(a_{\mathbf q}+a^\dagger_{-\mathbf q}),&
\Pi_{A,\mathbf q}&=-i\sqrt{\frac{\hbar\epsilon_b\Omega}{8\pi c^2V}}\,(a_{\mathbf q}-a^\dagger_{-\mathbf q}),\\
P_{\mathbf q}&=\sqrt{\frac{\hbar\chi\omega_T}{2V}}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q}),&
\Pi_{\mathbf q}&=-i\sqrt{\frac{\hbar}{2V\chi\omega_T}}\,(b_{\mathbf q}-b^\dagger_{-\mathbf q}).
\end{aligned}
\]
In each row the product of the two square roots is \(\hbar/2V\), as the canonical commutator \([P_{\mathbf q},\Pi_{-\mathbf q}]=i\hbar/V\) requires. The prefactors also make the two energy terms of each free oscillator equal, \(\hbar\Omega/4\) and \(\hbar\omega_T/4\) times the squared operator sums and differences. The pair terms such as \(a_{\mathbf q}a_{-\mathbf q}\) then cancel, leaving \(\hbar\Omega\,a^\dagger_{\mathbf q}a_{\mathbf q}\) and \(\hbar\omega_T\,b^\dagger_{\mathbf q}b_{\mathbf q}\) plus constants.

The cross term of the square is
\[
-\frac{\chi\omega_T^2V}{c}\sum_{\mathbf q}\Pi_{\mathbf q}A_{-\mathbf q}
=i\hbar g\sum_{\mathbf q}(b_{\mathbf q}-b^\dagger_{-\mathbf q})(a_{-\mathbf q}+a^\dagger_{\mathbf q}),
\]
where the two minus signs combine to \(+i\), and
\[
g=\frac{\chi\omega_T^2V}{\hbar c}\sqrt{\frac{\hbar}{2V\chi\omega_T}}\sqrt{\frac{2\pi\hbar c^2}{\epsilon_bV\Omega}}
=\sqrt{\frac{\pi\chi\omega_T^3}{\epsilon_b\Omega}} .
\]
The quadratic term has coefficient
\[
D=\frac{\chi\omega_T^2V}{2\hbar c^2}\,\frac{2\pi\hbar c^2}{\epsilon_bV\Omega}=\frac{\pi\chi\omega_T^2}{\epsilon_b\Omega}=\frac{g^2}{\omega_T}.
\]
With \(\Delta^2=4\pi\chi\omega_T^2/\epsilon_b\), these become
\[
g=\frac{\Delta}{2}\sqrt{\frac{\omega_T}{\Omega}},\qquad D=\frac{\Delta^2}{4\Omega}.
\]
The Hamiltonian to be diagonalized is, up to a constant,
\[
\begin{aligned}
H=\sum_{\mathbf q}\hbar\big[&\Omega a^\dagger_{\mathbf q}a_{\mathbf q}+\omega_Tb^\dagger_{\mathbf q}b_{\mathbf q}
+ig(b_{\mathbf q}-b^\dagger_{-\mathbf q})(a_{-\mathbf q}+a^\dagger_{\mathbf q})\\
&+D(a_{\mathbf q}+a^\dagger_{-\mathbf q})(a_{-\mathbf q}+a^\dagger_{\mathbf q})\big].
\end{aligned}
\]

## Diagonalization

The \(D\) term contributes twice to the commutator with \(a_{\mathbf q}\), once from the summand at \(\mathbf q\) and once from that at \(-\mathbf q\). Writing \(X=a_{\mathbf q}+a^\dagger_{-\mathbf q}\) and \(F=ig(b_{\mathbf q}-b^\dagger_{-\mathbf q})+2DX\),
\[
\begin{aligned}
[a_{\mathbf q},H]/\hbar&=\Omega a_{\mathbf q}+F,&
[a^\dagger_{-\mathbf q},H]/\hbar&=-\Omega a^\dagger_{-\mathbf q}-F,\\
[b_{\mathbf q},H]/\hbar&=\omega_Tb_{\mathbf q}-igX,&
[b^\dagger_{-\mathbf q},H]/\hbar&=-\omega_Tb^\dagger_{-\mathbf q}-igX.
\end{aligned}
\]
These four operators form a closed set. Seek a polariton operator
\[
\alpha=wa_{\mathbf q}+ya^\dagger_{-\mathbf q}+xb_{\mathbf q}+zb^\dagger_{-\mathbf q},\qquad [\alpha,H]=\hbar\omega\alpha .
\]
Equating the coefficients of each operator gives
\[
\begin{aligned}
\omega w&=(\Omega+2D)w-2Dy-ig(x+z),\\
\omega y&=2Dw-(\Omega+2D)y-ig(x+z),\\
\omega x&=\omega_Tx+ig(w-y),\\
\omega z&=-\omega_Tz-ig(w-y).
\end{aligned}
\]
Let \(s=w+y\), \(d=w-y\), \(S=x+z\) and \(T=x-z\). Adding and subtracting within each pair yields
\[
\omega s=(\Omega+4D)d-2igS,\quad \omega d=\Omega s,\quad
\omega S=\omega_TT,\quad \omega T=\omega_TS+2igd .
\]
Multiply the third equation by \(\omega\) and insert the fourth:
\[
(\omega^2-\omega_T^2)S=2ig\omega_Td .
\]
Multiply the second by \(\omega\), insert the first, and eliminate \(S\). Because \((-2ig)(2ig)=4g^2\),
\[
\omega^2=\Omega^2+4D\Omega+\frac{4g^2\Omega\omega_T}{\omega^2-\omega_T^2}.
\]
Division by \(d\) is allowed for \(q\neq0\), since \(d=0\) would make all four coefficients vanish. Now \(4D\Omega=\Delta^2\) and \(4g^2\Omega\omega_T=\Delta^2\omega_T^2\), so
\[
\omega^2-\Omega^2=\Delta^2\Big(1+\frac{\omega_T^2}{\omega^2-\omega_T^2}\Big)=\frac{\Delta^2\omega^2}{\omega^2-\omega_T^2}.
\]
Solving for \(\Omega^2\) and multiplying by \(\epsilon_b\),
\[
c^2q^2=\omega^2\Big(\epsilon_b+\frac{\epsilon_b\Delta^2}{\omega_T^2-\omega^2}\Big)=\omega^2\epsilon(\omega).
\]
This is the required dispersion relation. The \(A^2\) term supplies the "1" in the bracket above, which turns a numerator \(\omega_T^2\) into \(\omega^2\).

## Branches and gap

The relation is quadratic in \(\omega^2\):
\[
(\omega^2-\Omega^2)(\omega^2-\omega_T^2)=\Delta^2\omega^2 .
\]
With \(\omega_L^2=\omega_T^2+\Delta^2\), its roots have sum \(\Omega^2+\omega_L^2\) and product \(\Omega^2\omega_T^2\). Thus
\[
\omega_\pm^2=\tfrac12\Big[\Omega^2+\omega_L^2\pm\sqrt{(\Omega^2+\omega_L^2)^2-4\Omega^2\omega_T^2}\Big],\qquad \omega_+\omega_-=\Omega\omega_T .
\]
In code, compute \(\omega_+\) first and obtain \(\omega_-=\Omega\omega_T/\omega_+\). This avoids subtracting nearly equal numbers at small \(q\).

To locate the gap, let \(f(u)=(u-\Omega^2)(u-\omega_T^2)-\Delta^2u\), an upward parabola in \(u=\omega^2\). Substitution gives \(f(\omega_T^2)=-\Delta^2\omega_T^2\) and \(f(\omega_L^2)=-\Delta^2\Omega^2\). Both are negative for \(q\neq0\), so both points lie between the roots:
\[
\omega_-<\omega_T<\omega_L<\omega_+ .
\]
No mode of real \(q\) lies between \(\omega_T\) and \(\omega_L\). Equivalently,
\[
\epsilon(\omega)=\epsilon_b\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}
\]
is negative there. Then \(q=i\kappa\) with \(\kappa=(\omega/c)\sqrt{-\epsilon}\), and the field decays as \(e^{-\kappa r}\) along its direction of penetration.

As \(q\to0\), \(\omega_+\to\omega_L\) and \(\omega_-\to\Omega\omega_T/\omega_L=cq/\sqrt{\epsilon(0)}\), which is light slowed by the static dielectric constant. As \(q\to\infty\), \(\omega_+\to\Omega\) and \(\omega_-\to\omega_T\).

The gap differs from the splitting at fixed wavevector. From the sum and product of the roots,
\[
(\omega_+-\omega_-)^2=\Omega^2+\omega_L^2-2\Omega\omega_T=(\Omega-\omega_T)^2+\Delta^2 .
\]
The smallest vertical splitting is \(\Delta\), at \(\Omega=\omega_T\). The gap is \(\omega_L-\omega_T=\Delta^2/(\omega_L+\omega_T)\), which is second order in \(\Delta\).

## Why the upper edge is longitudinal

A longitudinal polarization wave does not couple to the transverse \(\mathbf A\), but it carries its own electric field. Without free charge, \(\epsilon_b\mathbf E+4\pi\mathbf P=0\), so the field energy density is
\[
\frac{\epsilon_b\mathbf E^2}{8\pi}=\frac{2\pi\mathbf P^2}{\epsilon_b}.
\]
Added to \(\mathbf P^2/2\chi\), it multiplies the restoring energy by \(1+4\pi\chi/\epsilon_b\), while the kinetic energy is unchanged. The squared frequency is therefore \(\omega_T^2(1+4\pi\chi/\epsilon_b)=\omega_L^2\). It is the zero of \(\epsilon(\omega)\), and
\[
\frac{\omega_L^2}{\omega_T^2}=\frac{\epsilon(0)}{\epsilon_b}.
\]

## Operator coefficients and photon weight

For a normalized boson, \([\alpha,\alpha^\dagger]=1\) requires
\[
|w|^2+|x|^2-|y|^2-|z|^2=1 .
\]
The minus signs come from the creation operators in \(\alpha\). An eigenvector routine normalizes with plus signs, so its output must be rescaled. Using \(s=\omega d/\Omega\) and \(T=\omega S/\omega_T\),
\[
|w|^2-|y|^2=\frac{\omega}{\Omega}|d|^2,\qquad
|x|^2-|z|^2=\frac{\omega}{\omega_T}|S|^2=\frac{4g^2\omega\omega_T|d|^2}{(\omega^2-\omega_T^2)^2}.
\]
Both are positive for \(\omega>0\), so the normalization is possible. The second divided by the first is \(\Delta^2\omega_T^2/(\omega^2-\omega_T^2)^2\). The photon weight \(W=|w|^2-|y|^2\) is therefore
\[
W=\Big[1+\frac{\Delta^2\omega_T^2}{(\omega^2-\omega_T^2)^2}\Big]^{-1}.
\]
Choosing \(d=\sqrt{W\Omega/\omega}\) real, the coefficients are
\[
w=\frac d2\Big(\frac\omega\Omega+1\Big),\quad y=\frac d2\Big(\frac\omega\Omega-1\Big),\quad
x=\frac{igd}{\omega-\omega_T},\quad z=\frac{-igd}{\omega+\omega_T}.
\]
Differentiating \(\Omega^2=\omega^2+\Delta^2\omega^2/(\omega_T^2-\omega^2)\) with respect to \(\omega^2\) gives \(1/W\), so \(W=d\omega^2/d\Omega^2\), where these \(d\)'s denote differentials. The photon weight is thus the slope of \(\omega^2\) against \(\Omega^2\), which is \(\omega/\Omega\) times the slope of \(\omega\) against \(\Omega\). This weight refers to the Coulomb-gauge operators defined above.

The two branches are independent bosons. The Jacobi identity gives \((\omega_j-\omega_k)[\alpha_j,\alpha_k^\dagger]=0\) and \((\omega_j+\omega_k)[\alpha_{j,\mathbf q},\alpha_{k,-\mathbf q}]=0\), because these commutators are numbers and commute with \(H\). Hence \(H=\sum_{j,\mathbf q}\hbar\omega_j\alpha^\dagger_{j,\mathbf q}\alpha_{j,\mathbf q}\) plus a constant, where the sum covers \(\mathbf q\neq0\).

## What fixes the A² coefficient

Suppose an implementation uses \(D=\lambda g^2/\omega_T\). The product of the roots \(\omega^2\) becomes
\[
\omega_T^2\big[\Omega^2-(1-\lambda)\Delta^2\big].
\]
For \(\lambda<1\) it is negative when \(\Omega<\sqrt{1-\lambda}\,\Delta\), and one frequency is imaginary. Omitting the term altogether makes the lower branch unstable at every wavevector with \(0<\Omega<\Delta\). For \(\lambda>1\) the lower branch keeps a nonzero frequency as \(q\to0\). Neither is physical: a uniform static \(\mathbf A\) has no electric or magnetic field, and in \((\mathbf\Pi-\mathbf A/c)^2\) it is removed by shifting \(\mathbf\Pi\). That requires the complete square, \(\lambda=1\).

The same coefficient follows from the electrons. Let \(X\) be the sum of the \(N\) electron coordinates along the polarization, in a finite system. Second-order perturbation theory in a static field gives state \(j\), at excitation frequency \(\omega_j\), the susceptibility \(\chi_j=2e^2|X_{j0}|^2/(V\hbar\omega_j)\). In a finite sample these \(\omega_j\) and \(\chi_j\) describe the response to the applied field and include a shape-dependent depolarization, which does not affect the sum below. For local potentials \([H_{\rm el},X]=-i\hbar P_{\rm el}/m\), with \(P_{\rm el}\) the total momentum, so
\[
2\sum_j\hbar\omega_j|X_{j0}|^2=\langle[X,[H_{\rm el},X]]\rangle=\frac{N\hbar^2}{m}.
\]
With \(n=N/V\), it follows that
\[
\sum_j\chi_j\omega_j^2=\frac{ne^2}{m}.
\]
The sum of the oscillator terms \(\chi_j\omega_j^2A^2/2c^2\) is thus the electronic \(ne^2A^2/2mc^2\). For a periodic solid, momentum matrix elements replace those of \(X\). For an independent electron in a given band, the sum over all other bands at one wavevector, with lower bands entering with negative sign, is then \(1-m/m^*\), where \(\hbar^2/m^*\) is the band curvature there. Terms connecting two filled bands cancel in pairs in the total. The curvature averages to zero over a filled band, so the total \(ne^2/m\) is recovered when the bands are filled. A nonlocal potential changes the commutator, and the current and \(A^2\) operators must then both come from the same minimal coupling.

With several branches and a vacuum photon of frequency \(cq\), use \(D=\sum_jg_j^2/\omega_j\). The elimination runs as before, with one \(S_j\) per branch, and gives
\[
c^2q^2=\omega^2\Big[1+\sum_j\frac{4\pi\chi_j\omega_j^2}{\omega_j^2-\omega^2}\Big].
\]
A branch with \(\omega_j\gg\omega\) contributes the constant \(4\pi\chi_j\), with relative correction \(\omega^2/\omega_j^2\) at leading order. This is the origin of \(\epsilon_b\). Once a far branch is absorbed in \(\epsilon_b\), its share of \(A^2\) is absorbed too. The one-branch Hamiltonian must then use \(D=g^2/\omega_T\), and not the full electron density. If a truncated set of excitons is kept explicitly, \(D\) must be built from the same \(g_j\).

## Worked example

Take the round model parameters \(\hbar\omega_T=2\) eV, \(\epsilon_b=9\) and \(4\pi\chi=0.09\). Then
\[
(\hbar\Delta)^2=\frac{0.09\times4}{9}=0.04\ \text{eV}^2,\qquad \hbar\Delta=200\ \text{meV},
\]
\[
\hbar\omega_L=\sqrt{4.04}\ \text{eV}=2.00998\ \text{eV}.
\]
The gap is 9.98 meV, or 2.41 THz. The static constant is 9.09, and \(9.09/9=4.04/4\), as required.

At resonance, \(\hbar\Omega=2\) eV, the wavevector is \(q=3\times2/197.327\) nm\(^{-1}\), or 30.4 µm\(^{-1}\). The branch energies have difference 0.2 eV and sum \(\sqrt{8.04+2\times4}=4.005\) eV, hence 1.9025 and 2.1025 eV. The splitting is twenty times the gap. For the lower branch,
\[
\epsilon=9+\frac{0.36}{4-1.9025^2}=9.946,\qquad 1.9025\sqrt{9.946}=6.000,
\]
which equals \(\hbar cq=6\) eV.

| \(\hbar\Omega\) (eV) | \(\hbar\omega_-\) (eV) | \(\hbar\omega_+\) (eV) | \(W_-\) |
|---|---|---|---|
| 1 | 0.9934 | 2.0132 | 0.983 |
| 2 | 1.9025 | 2.1025 | 0.475 |
| 3 | 1.9921 | 3.0119 | 0.006 |

The lower branch changes from nearly pure light to nearly pure exciton. At resonance its coefficients are \(|w|^2=0.4753\), \(|x|^2=0.5253\), \(|y|^2=0.0003\) and \(|z|^2=0.0003\), so the creation-operator parts are small for this coupling.

In the middle of the gap \(\epsilon=-9.02\), and the field amplitude decays over \(197.327/(2.005\sqrt{9.02})=32.8\) nm.

Small creation-operator parts at resonance do not make the \(A^2\) term dispensable. Without it, the mode at \(\hbar\Omega=100\) meV grows at a rate corresponding to 172 meV. At \(\hbar\Omega=1\) meV the correct lower branch lies at 0.995 meV. Reducing \(D\) by 10% gives growth at 62.9 meV, and increasing it by 10% moves the branch up to 62.9 meV.

The constant background was also compared with an explicit far branch at resonance. The far branch carries \(4\pi\chi_j=\epsilon_b-1\) and couples to a vacuum photon of the same \(q\). The largest difference in the two polariton energies, divided by their constant-background values, is \(4.1\times10^{-4}\) for a far branch at 50 eV and \(1.0\times10^{-4}\) at 100 eV, consistent with the inverse-square correction.

## When the exciton moves

A finite exciton mass \(M\) replaces \(\omega_T\) by \(\omega_{\mathbf q}=\omega_T+\hbar q^2/2M\). If the strength \(\chi\omega_T^2\) is held fixed, the algebra is unchanged at each \(q\):
\[
c^2q^2=\omega^2\epsilon(\omega,q),\qquad
\epsilon(\omega,q)=\epsilon_b+\frac{4\pi\chi\omega_T^2}{\omega_{\mathbf q}^2-\omega^2}.
\]
Well above the resonant wavevector, and as long as \(\omega_{\mathbf q}\) stays below \(\Omega\), the lower branch now follows the rising exciton and enters the former gap. With \(M\) equal to the free-electron mass, it reaches \(\omega_L\) at \(q=513\) µm\(^{-1}\), about seventeen times the resonant wavevector. The longitudinal-transverse splitting at \(q\to0\) remains, but the complete gap does not. The upper branch obeys \(\omega_+^2>\omega_{\mathbf q}^2+\Delta^2\ge\omega_L^2\), so in the former gap only the lower branch propagates. The dispersion relation is now cubic in \(q^2\), and its other two roots there have \(q^2<0\). One tends to the evanescent gap wave found earlier as \(M\to\infty\). The other lies near \(\omega_{\mathbf q}=-\omega\), at \(q^2\approx-2M(\omega_T+\omega)/\hbar\), about \(-105\) nm\(^{-2}\) for this mass. It decays within about 0.1 nm, outside the range of the effective-mass form, and is discarded. Above \(\omega_L\) both branches propagate. With two transmitted waves at a given frequency, propagating or evanescent, matching fields at normal incidence needs one condition beyond Maxwell's two, a boundary condition on \(\mathbf P\) that this bulk model does not supply. Damping also removes the sharp gap, since \(\epsilon\) becomes complex.

The numerical check diagonalizes the minimally coupled Hamiltonian in number states and, separately, solves Maxwell's equations with the polarization oscillator on a ring. Both agree with the branch formula, which for the ring is evaluated at the wavevectors of the discrete derivative.

## Numbers as computed

```
Number-state test, largest error: 1.3e-14 (units of wT)
Maxwell ring test, largest error: 1.5e-14 (units of wT)
Oscillator-strength sum, quartic well: 1.000000
Input hbar wT: 2.000 eV
Input background eps_b: 9.00
Input 4 pi chi: 0.090
hbar c: 197.327 eV nm
Static eps(0): 9.090
hbar Delta: 200.00 meV
hbar wL: 2.00998 eV
Gap hbar(wL - wT): 9.975 meV
Gap as frequency: 2.412 THz
Photon energy hbar Omega: 1.00 eV
  wavevector q: 15.203 1/um
  lower, upper: 0.99343, 2.01323 eV
  photon weights: 0.98268, 0.01732
Photon energy hbar Omega: 2.00 eV
  wavevector q: 30.406 1/um
  lower, upper: 1.90250, 2.10250 eV
  photon weights: 0.47503, 0.52497
Photon energy hbar Omega: 3.00 eV
  wavevector q: 45.610 1/um
  lower, upper: 1.99210, 3.01190 eV
  photon weights: 0.00618, 0.99382
Resonance, splitting: 200.00 meV
Resonance, eps at lower: 9.94612
Resonance, eps at upper: 8.14388
Resonance, hbar c q: 6.00000 eV
Resonance, lower |w|^2: 0.475328
Resonance, lower |y|^2: 0.000297
Resonance, lower |x|^2: 0.525297
Resonance, lower |z|^2: 0.000328
Small-q lower phase velocity / c: 0.33168
Mid-gap energy: 2.00499 eV
Mid-gap eps: -9.0224
Mid-gap amplitude decay length: 32.77 nm
No A^2, test photon energy: 100.0 meV
No A^2, hbar x growth rate: 172.35 meV
Altered A^2, test photon energy: 1.0 meV
A^2 x 0.9, hbar x growth rate: 62.92 meV
A^2 x 1.0, lower branch: 0.9950 meV
A^2 x 1.1, lower branch: 62.94 meV
Far branch at 50 eV, relative error: 4.11e-04
Far branch at 100 eV, relative error: 1.03e-04
Exciton mass m_e, lower = wL at q: 512.6 1/um
```
